Vacancy Levels from Zeros of the Site-Diagonal Green Function, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE CONDITION, ITS PROOF AND ITS LIMITS

1.1 Definitions and conventions

H is a one-electron Hamiltonian, a Hermitian matrix in an orthonormal basis of local orbitals |n⟩. It may describe a crystal, a film or an amorphous network; periodicity is not assumed in this part. Hoppings have finite range and all matrix elements are bounded. Energies are in eV and states are counted per spin. The Green function of the intact system is

G(E) = (E − H)⁻¹, G_nm(E) = ⟨n|G(E)|m⟩. (1)

A gap is an open energy interval (E_v, E_c) that contains no part of the spectrum of H, with spectrum both below and above it. In an amorphous oxide this excludes localized tail states as well as extended ones. For real E in the gap, G(E) is finite and Hermitian, so G_00(E) is real.

Site 0 is the site to be removed, at first with one orbital of energy ε_0 = H_00. The column b has the elements b_j = H_j0 for j ≠ 0, and K is H with row and column 0 struck out. K is thus the Hamiltonian of the system with the vacancy. It contains no relaxation of the neighbours, no change of their site energies and no interaction between electrons beyond the mean field already in H. Section 1.7 shows how changes on the neighbours are included.

The result is as follows. An energy E0 in the gap is an eigenvalue of K if and only if

G_00(E0) = 0. (2)

Such a zero need not exist. A gap holds at most one, and it holds one when G_00 is positive just above E_v and negative just below E_c.

1.2 A finite potential on the site

Let the site be shifted in energy by U, so that the Hamiltonian is H + U|0⟩⟨0|. A bound state ψ in the gap obeys

(E − H)ψ = U ψ_0 |0⟩.

Multiplication by G(E), which exists in the gap, gives

ψ_n = U ψ_0 G_n0(E). (3)

If ψ_0 were zero, every ψ_n would be zero, so ψ_0 ≠ 0. The component n = 0 of equation (3) can then be divided by ψ_0:

G_00(E) = 1/U. (4)

Conversely, suppose that equation (4) holds and set ψ = G(E)|0⟩. Then (E − H)ψ = |0⟩, and U|0⟩⟨0|ψ⟩ = U G_00|0⟩ = |0⟩ as well, so ψ solves the Schrödinger equation. As |U| → ∞ the right side of equation (4) tends to zero, which suggests equation (2). The next two sections show what happens to the states in this limit and prove equation (2) without it.

1.3 What the infinite potential does

Write χ for the part of ψ outside site 0. The Schrödinger equation splits into

(E − ε_0 − U) ψ_0 = b†χ,
(E − K) χ = b ψ_0. (5)

Consider states whose energy stays bounded as |U| grows, with χ normalized. The first line gives ψ_0 = b†χ/(E − ε_0 − U), which vanishes as 1/U, while the product Uψ_0 tends to the finite value −b†χ. Inserting ψ_0 into the second line gives

[K + b b†/(E − ε_0 − U)] χ = E χ. (6)

The added term has norm ‖b‖²/|E − ε_0 − U|, where ‖b‖² = Σ_j|H_0j|² over j ≠ 0. It vanishes in the limit, and K remains. The infinite potential therefore deletes the site for all states of bounded energy.

One state does not stay bounded. For an energy outside the spectrum of K, the second line of (5) gives χ = (E − K)⁻¹bψ_0, and the first becomes

E − ε_0 − U = b†(E − K)⁻¹b. (7)

Take U large and positive and E above the spectrum of K. The left side increases with E, from a negative value to infinity. The right side is positive and decreases to zero. They meet once. For U large and negative the same argument applies below the spectrum. At large |E| the right side is ‖b‖²/E plus terms of order 1/E², and E is U to leading order, so the escaping state lies at

E_esc ≈ U + ε_0 + Σ_j|H_0j|²/U. (8)

A numerical calculation with a large U contains this state, and it must be left out of any count of the vacancy's states.

1.4 Proof without a limit, for one or several orbitals

Real oxygen carries s and p orbitals, so let A be a set of p removed orbitals and R the remaining ones. The blocks of H are H_AA, B = H_RA, B† = H_AR and K = H_RR.

First suppose that Kχ = Eχ with E in the gap and χ ≠ 0. Extend χ by zeros on A and call the result ψ. Then (E − H)ψ vanishes on R, and on A it equals

a = −B†χ.

The vector a is not zero, since otherwise ψ would be an eigenstate of H inside the gap. Hence ψ = G(E)a. Since ψ vanishes on A,

G_AA(E) a = 0, a ≠ 0. (9)

Conversely, let a nonzero vector a on A satisfy equation (9), and set ψ = G(E)a. This ψ vanishes on A. It is not zero, because (E − H)ψ = a. On R the same equation reads (E − K)χ = 0, so χ is an eigenstate of K. The condition for a vacancy level is therefore

det G_AA(E) = 0, (10)

and the number of independent null vectors a is the degeneracy of the level. For one orbital this is equation (2). The proof holds for infinite systems too, because it uses no determinant of H.

1.5 When a zero exists

Let ρ_0(E′) be the local density of states on site 0, normalized to one. Expansion of G in eigenstates of H gives

G_00(E) = ∫ ρ_0(E′)/(E − E′) dE′. (11)

States below E contribute positive terms and states above E negative terms. A zero is the energy at which the two balance. Above the whole spectrum G_00 > 0 and below it G_00 < 0, so no zero lies there.

The derivative of an inverse is dG/dE = −G². Its 00 element, with G Hermitian, is

G_00′(E) = −Σ_n G_0n G_n0 = −Σ_n |G_n0(E)|² < 0. (12)

The sum is positive because G|0⟩ cannot vanish. G_00 thus falls strictly through the gap and crosses zero at most once. Being monotonic, it has a limit at each edge, finite or infinite, and the crossing exists when

G_00(E_v⁺) > 0 and G_00(E_c⁻) < 0. (13)

The dimension of the system enters through these limits. Let a clean periodic system have a parabolic conduction minimum in d dimensions, with nonzero weight on site 0 at the minimum. The local density of states then begins as ρ_0(E_c + x) ≈ C x^(d/2−1). Up to a cutoff W, these states contribute at the energy E_c − δ

I(δ) = −C ∫₀^W x^(d/2−1)/(x + δ) dx. (14)

For δ much smaller than W this is

d = 1: I ≈ −πC/√δ,
d = 2: I ≈ −C ln(W/δ),
d = 3: I ≈ −2C√W + πC√δ. (15)

In three dimensions the limit is finite and can have either sign, so a level may be absent. If G_00(E_c) is slightly negative, the last line gives G_00(E_c − δ) ≈ G_00(E_c) + πC√δ, and the level lies at the depth δ ≈ [G_00(E_c)/(πC)]².

A thin film has subbands that disperse in two dimensions. If the lowest conduction subband has a parabolic minimum with nonzero weight on site 0, G_00 tends to −∞ at the conduction edge, and the second condition in (13) is met. The level may still be very shallow. If all other states together contribute a nearly constant positive amount g, the balance g = C ln(W/δ) gives δ ≈ W exp(−g/C).

1.6 The vacancy state and a large finite potential

At E0 the state is proportional to G_n0(E0), and equation (12) supplies its norm:

ψ_n = G_n0(E0)/√(−G_00′(E0)). (16)

It vanishes on site 0, as it must. The 00 element of (E − H)G = 1 is

E G_00 − Σ_j H_0j G_j0 = 1, (17)

with j running over all sites. At E0 every term with G_00 drops out, and

Σ_(j≠0) H_0j G_j0(E0) = −1. (18)

Suppose that site 0 couples to z neighbours by the same real hopping t and that symmetry operations which leave site 0 in place carry these neighbours into one another. Their G_j0 are then equal, and each is −1/(zt). By equation (16) their total weight in the vacancy state is

w_nn = z · 1/(zt)² / |G_00′| = 1/(z t² |G_00′(E0)|). (19)

The localization on the neighbours thus follows from the slope at the zero, without an eigenvector.

For a large finite U, put E_U = E0 + η in equation (4) and expand:

G_00′ η + ½ G_00″ η² = 1/U.

The first order is η = 1/(U G_00′). Inserting it into the quadratic term gives

E_U ≈ E0 + 1/(U G_00′) − G_00″/(2 (G_00′)³ U²), (20)

with derivatives taken at E0. Since G_00′ is negative, the level approaches E0 from below for positive U and from above for negative U. The error of replacing the vacancy by a large U falls only as 1/U.

1.7 Counting states, and two extensions

Take a finite system and a real E that is an eigenvalue of neither H nor K. Define D = E − K and

S = E − H_AA − B†D⁻¹B. (21)

Let L be the block matrix with the rows (1, −B†D⁻¹) and (0, 1). Multiplying out shows that

E − H = L · diag(S, D) · L†. (22)

The AA block of the product is S + B†D⁻¹DD⁻¹B = E − H_AA, the AR block is −B†D⁻¹D = −B†, and the RR block is D. Inverting equation (22) gives G_AA = S⁻¹. Since det L = 1,

det G_AA(E) = det(E − K)/det(E − H). (23)

Equation (22) is a congruence, and by Sylvester's law a congruence preserves the number of positive eigenvalues. For E − H that number is N_H(E), the count of states of H below E. For D it is N_K(E). S and its inverse G_AA have equally many positive eigenvalues, n₊(E). Hence

N_K(E) − N_H(E) = −n₊(E). (24)

In the gap N_H is constant, so the number of vacancy levels between E₁ < E₂ is n₊(E₁) − n₊(E₂). It is at most p.

For one orbital, n₊ is 1 where G_00 > 0 and 0 where G_00 < 0. If G_00 has a zero in the gap, the states below the gap fall by one, the gap gains one, and the states above it fall by one. If G_00 stays positive throughout, the loss is one state below the gap and none above. If it stays negative, the loss is above the gap.

The first extension concerns the neighbours. Let relaxation or the missing ionic charge change the Hamiltonian of the remaining orbitals by V. Since H was arbitrary, the whole derivation holds with H + V in place of H, provided that G is computed from H + V and the gap is free of its states.

The second concerns nonorthogonal orbitals with overlap matrix O. Replace E − H by EO − H throughout equations (21) and (22). The zeros of det G_AA, with G = (EO − H)⁻¹, are then the levels of the generalized eigenvalue problem on the remaining orbitals. The derivative becomes −GOG, whose AA block is still negative definite, so the eigenvalues of G_AA still fall with energy.

PART 2. IMPLEMENTATION AND A MODEL OXIDE

2.1 Symbols and results taken over

H is the intact Hamiltonian, K the Hamiltonian with the site deleted, and G(E) = (E − H)⁻¹. The gap runs from E_v to E_c. Part 1 supplies five results:

- A vacancy level E0 in the gap satisfies G_00(E0) = 0, or det G_AA(E0) = 0 for a block A of removed orbitals.
- G_00 falls strictly through the gap. A zero exists when G_00 is positive at the lower edge and negative at the upper edge.
- With z equivalent neighbours and hopping t, the weight of the vacancy state on them is 1/(z t²|G_00′(E0)|).
- A finite potential U on the site gives a level where G_00(E) = 1/U, and at large |U| this is E0 + 1/(U G_00′) to first order.
- Deletion lowers the number of states below an energy in the gap by the number of positive eigenvalues of G_AA at that energy.

2.2 The model and its Green function

The sites are the points of a simple cubic grid with unit spacing. Anions sit where the sum of the coordinates is even and cations where it is odd, which is the rocksalt arrangement. Each site has one s-like orbital. The parameters are round values and represent no named oxide:

ε_a = −2 eV (anion), ε_c = +2 eV (cation),
t = 0.5 eV (anion–cation), s = −0.25 eV (cation–cation).

Each anion has six cation neighbours, and each cation has twelve cations at the distance √2. With the sums

F = cos k_x + cos k_y + cos k_z,
P = cos k_x cos k_y + cos k_y cos k_z + cos k_z cos k_x,

the six neighbours give the Bloch coupling 2tF and the twelve give 4sP. In the order anion, cation, the Bloch Hamiltonian has the rows

(ε_a, 2tF) and (2tF, ε_c + 4sP).

Inverting the 2 × 2 matrix E − H(k) gives its anion element N/D, with

N = E − ε_c − 4sP,
D = N(E − ε_a) − 4t²F². (25)

The Green function on an anion is the average over wave vectors:

G_00(E) = ⟨N/D⟩_k. (26)

The average may be taken over the cube −π < k_i < π. This cube contains the Brillouin zone of the rocksalt lattice twice, but a shift of k by (π, π, π) changes F to −F and leaves P alone, so N/D is unchanged. The integrand is also even in each k_i, and one eighth of the cube suffices. The infinite-crystal values below use a midpoint grid with 40 points per axis between 0 and π, unless another number is given.

2.3 Band edges

At fixed k, D is the product of E minus the upper band energy and E minus the lower one. D ≤ 0 therefore means that E lies between the two bands or on one of them.

We have proved that vacancy levels in the gap are the zeros of det G_AA, found when a single-orbital level exists, and set up the Green function of a model oxide. It remains to locate the model's band edges, test whether it has a vacancy level, and examine finite potentials, disorder and pairs of vacancies.
